\section*{Why Perfect Franson Fringes Do Not by Themselves Exclude Local Realism}

\section{Two CHSH values from one local model}

A local hidden-variable model of a Franson interferometer gives a CHSH value of $2.83$ when only coincident pairs are kept, and $1.41$ when all pairs are counted. The first value exceeds the local bound $2$, although no station in the model knows the phase set at the other. The same model gives coincidence fringes of visibility $1$. The explanation lies in which pairs are kept: the local phase takes part in that decision.

The interferometer works as follows. A source emits photon pairs. One photon goes to station A and one to station B, and each station splits its photon between a short and a long path and recombines the paths on a second beam splitter. The delay $\tau$ between the paths is the same at both stations. The local phases are $\alpha$ and $\beta$, and the output ports give outcomes $a,b=\pm1$. Pairs whose photons arrive simultaneously are kept; pairs whose arrival times differ by $\tau$ are discarded.

Four assumptions define the ideal case. The arms are balanced and lossless. The coherence time of each photon is much shorter than $\tau$, and that of the pump much longer. The emission time is not recorded. Each phase stays fixed while a photon could arrive in either time slot; switching a phase within $\tau$ is a different experiment, to which the model below does not apply.

\section{What quantum mechanics predicts}

Let each beam splitter transmit with amplitude $1/\sqrt2$ and reflect with $i/\sqrt2$. A photon that takes the short path is transmitted at the first splitter, and one that takes the long path is reflected there. At one output port the amplitudes are
\[
\text{short: }\tfrac{1}{\sqrt2}\tfrac{i}{\sqrt2}=\tfrac i2,\qquad
\text{long: }\tfrac{i}{\sqrt2}\tfrac{1}{\sqrt2}e^{i\alpha}=\tfrac i2e^{i\alpha}.
\]
At the other port they are $\tfrac12$ and $\tfrac{i^2}{2}e^{i\alpha}=-\tfrac12e^{i\alpha}$. Call the first port $a=+1$ and the second $a=-1$. Apart from a phase common to both paths, which drops out of probabilities, the amplitudes are $\tfrac12$ and $\tfrac a2e^{i\alpha}$. Station B has $\tfrac12$ and $\tfrac b2e^{i\beta}$.

Represent the long pump coherence by $N$ emission times spaced by $\tau$, with pair amplitudes $e^{-i\varphi k}/\sqrt N$ for $k=0,\dots,N-1$. Both photons can arrive in slot $t$ in two ways: emission at $k=t$ with two short paths, or at $k=t-1$ with two long paths. For $1\le t\le N-1$ both ways exist, and the amplitude is
\[
\frac{1}{4\sqrt N}\left[e^{-i\varphi t}+ab\,e^{i(\alpha+\beta)}e^{-i\varphi(t-1)}\right]
=\frac{e^{-i\varphi t}}{4\sqrt N}\left[1+ab\,e^{i\Phi}\right],
\]
with $\Phi=\alpha+\beta+\varphi$. Its squared modulus is $(2+2ab\cos\Phi)/(16N)$, because $(ab)^2=1$. In each end slot, $t=0$ and $t=N$, one way is missing and the probability is $1/(16N)$. The sum over slots is
\begin{align}
P(a,b,\text{coinc.})
&=\frac{(N-1)(2+2ab\cos\Phi)+2}{16N}\nonumber\\
&=\frac18\left[1+\left(1-\frac1N\right)ab\cos\Phi\right].
\end{align}
The fringe visibility tends to $1$ for a long coherent train. For $N=1$ the emission time is known and the fringe vanishes.

If A's photon takes the short path and B's the long one, the two arrival times fix the emission time. Nothing interferes, and the probability is $N\cdot1/(16N)=1/16$ for each sign pair. The opposite order gives the same. From here on $N\to\infty$, and the fixed pump phase $\varphi$ is included in $\beta$. The observable table is then
\begin{equation}
P(a,b,\text{coinc.})=\frac{1+ab\cos(\alpha+\beta)}8,\qquad
P(a,b,\text{A first})=P(a,b,\text{B first})=\frac1{16}.
\label{table}
\end{equation}
Summing over signs, half of the pairs are coincident, whatever the phases.

\section{The counter-example}

Each pair carries two shared numbers: an angle $\theta$, uniform on the circle, and $r$, uniform on $[0,1)$. They do not depend on the phases. ``Early'' means arrival after the short delay and ``late'' after the long one.

Station A gives the sign $s_A=\operatorname{sgn}\cos(\theta-\alpha)$. Its photon is early if $r<\tfrac12$ and late otherwise.

Station B computes
\begin{equation}
u=\theta+\beta,\qquad c=\frac\pi8|\cos u| .
\end{equation}
Since $c\le\pi/8<\tfrac12$, a piece of length $c$ fits into each half of the $r$ interval. If $r$ lies in the first length $c$ of its half, B uses the slot that belongs to that half (early for the first half, late for the second) and gives $s_B=\operatorname{sgn}\cos u$. In the remaining length $\tfrac12-c$ it uses the other slot, with sign $+1$ in the first part of the remainder and $-1$ in the second, equal part. B's rule contains $\beta$, $\theta$ and $r$, but not $\alpha$, so the model is local and deterministic.

One hidden state shows the mechanism. Take $\theta=60^\circ$, $r=0.20$ and $\alpha=0^\circ$. Station A gives $+1$, early. With $\beta=-45^\circ$, $u=15^\circ$ and $c=0.3793$. Since $0.20<0.3793$, B gives $+1$, early, and the pair is kept. With $\beta=+45^\circ$, $u=105^\circ$ and $c=0.1016$. Now $r$ lies in the remainder, from $0.1016$ to $0.5$, and below its midpoint $0.3008$. B gives $+1$, late, and the pair is discarded. The same pair enters or leaves the data according to B's phase.

\subsection{The coincident entries}

For given $\theta$, the two kept pieces have total length $2c=(\pi/4)|\cos u|$. The factor $(1+as_A)/2$ is $1$ when $s_A=a$ and $0$ otherwise; likewise for B. With $\langle\cdot\rangle$ the average over $\theta$,
\begin{align}
P(a,b,\text{coinc.})
&=\left\langle\frac{1+as_A}{2}\,\frac{1+bs_B}{2}\,2c\right\rangle\nonumber\\
&=\frac14\left[\langle2c\rangle+a\langle2c\,s_A\rangle+b\langle2c\,s_B\rangle
+ab\langle2c\,s_As_B\rangle\right].
\end{align}
The mean of $|\cos u|$ is $2/\pi$, so $\langle2c\rangle=(\pi/4)(2/\pi)=\tfrac12$. The shift $\theta\to\theta+\pi$ reverses $s_A$ and leaves $c$ unchanged, so the second average is zero. In the third, $|\cos u|s_B=\cos u$, whose mean is zero. For the last, put $v=\theta-\alpha$, so that $u=v+\alpha+\beta$:
\begin{align}
\langle2c\,s_As_B\rangle
&=\frac\pi4\langle\operatorname{sgn}(\cos v)\cos(v+\alpha+\beta)\rangle\nonumber\\
&=\frac\pi4\left[\cos(\alpha+\beta)\langle|\cos v|\rangle
-\sin(\alpha+\beta)\langle\operatorname{sgn}(\cos v)\sin v\rangle\right]\nonumber\\
&=\frac\pi4\cdot\frac2\pi\cos(\alpha+\beta)=\frac12\cos(\alpha+\beta).
\end{align}
The sine average vanishes because its integrand is odd in $v$. Inserting the four averages gives $[1+ab\cos(\alpha+\beta)]/8$, the coincident part of Eq.~\eqref{table}.

The dark fringe is perfect for a simple reason. At $\alpha+\beta=\pi$, $\cos u=-\cos(\theta-\alpha)$, so kept pairs have opposite signs and $P(+,+,\text{coinc.})=0$.

\subsection{The discarded entries}

A is first when $r$ lies in the remainder of the first half. Each sign of B has length $(\tfrac12-c)/2=(1-2c)/4$ there. Hence
\begin{equation}
P(a,b,\text{A first})=\left\langle\frac{1+as_A}{2}\,\frac{1-2c}{4}\right\rangle
=\frac18\left(1-\frac12\right)=\frac1{16},
\end{equation}
where the term with $s_A$ again vanishes under $\theta\to\theta+\pi$. The second half of the $r$ interval has the same lengths and gives the same result for B first. The model therefore reproduces the whole of Eq.~\eqref{table} for all phases, including the discarded pairs.

The single-station data betray nothing either. For each $\theta$, B is early with probability $c+(\tfrac12-c)=\tfrac12$. The mean probability of B being early with sign $b$ is
\[
\left\langle c\,\frac{1+bs_B}{2}+\frac{1-2c}{4}\right\rangle
=\frac{\langle c\rangle}2+\frac14-\frac{\langle c\rangle}2=\frac14 ,
\]
independent of $\beta$.

\subsection{CHSH values and the kept ensemble}

Let $E_{mn}$ be the mean of $ab$ over kept pairs at phases $\alpha_m,\beta_n$, and
\begin{equation}
S=E_{00}+E_{01}+E_{10}-E_{11}.
\label{chsh}
\end{equation}
Equation~\eqref{table} gives $E_{mn}=\cos(\alpha_m+\beta_n)$. For $\alpha=0^\circ,90^\circ$ and $\beta=-45^\circ,45^\circ$ the phase sums are $-45^\circ$, $45^\circ$, $45^\circ$ and $135^\circ$, so $S=4/\sqrt2=2\sqrt2$. Discarded pairs have zero mean product. Including them halves every correlation, and $S$ falls to $\sqrt2$.

Counting the model's outcomes on a grid of $2000$ values of $\theta$ and $1000$ of $r$ gave $2.8287$ for kept pairs and $1.4144$ for all pairs. The excess over $2.8284$ and $1.4142$ is grid error. At six phase pairs, the counted table differed by at most $3.1\times10^{-4}$ from beam-splitter amplitudes summed over a train of $N=400$. Of this, the finite train contributes $|\cos(\alpha+\beta)|/(8N)$, at most $2.9\times10^{-4}$ at these phases; the remainder is grid error.

The kept pairs have the normalized density
\begin{equation}
\rho_\beta(\theta)=\frac{(1/2\pi)(\pi/4)|\cos(\theta+\beta)|}{1/2}
=\frac{|\cos(\theta+\beta)|}{4}.
\end{equation}
For $\beta=0$, the share of kept pairs with $|\cos\theta|>1/\sqrt2$ is $2\int_{-\pi/4}^{\pi/4}\tfrac14\cos\theta\,d\theta=1/\sqrt2$, or $71\%$. For $\beta=90^\circ$ it is the complement, $29\%$. The kept fraction stays at one half while its membership changes. A constant coincidence rate is thus no evidence of a constant ensemble.

The change between B's two CHSH phases can be calculated. A state changes status when its position within its half lies between the two values of $c$. As $u$ moves by $90^\circ$, $|\cos u|$ becomes $|\sin u|$, and the changing fraction is
\begin{align}
\frac\pi4\big\langle\big||\cos u|-|\sin u|\big|\big\rangle
&=\frac\pi4\cdot\frac2\pi\cdot2\int_0^{\pi/4}(\cos u-\sin u)\,du\nonumber\\
&=\sqrt2-1 .
\label{changed}
\end{align}
Here the average over a quarter turn suffices by periodicity, and its two halves contribute equally. The count gave $0.4143$.

\section{The correct general statement}

Consider any local model with outcomes $A_m(\lambda),B_n(\lambda)=\pm1$ and a distribution of hidden states $\lambda$ independent of the settings. Let $K_{mn}$ be the set of states kept at setting pair $(m,n)$, with nonzero probability, and let $K$ be the set kept at all four pairs. Define
\begin{equation}
\delta=\min_{m,n}\frac{P(K)}{P(K_{mn})}.
\end{equation}
Then the correlations of kept pairs obey
\begin{equation}
|S|\le4-2\delta .
\label{bound}
\end{equation}
If selection is independent of the settings, $\delta=1$ and the bound is $2$. If no state is kept at all four pairs, $\delta=0$ and the bound is the algebraic maximum $4$.

\textit{Proof.} If $P(K)=0$, the claim is $|S|\le4$, which holds because each $|E_{mn}|\le1$. Otherwise let $E^K_{mn}$ be the mean of $A_mB_n$ over $K$, and let $\delta_{mn}=P(K)/P(K_{mn})\ge\delta$. Splitting $K_{mn}$ into $K$ and the rest gives
\[
E_{mn}=\delta_{mn}E^K_{mn}+(1-\delta_{mn})E^{\rm rest}_{mn}.
\]
Subtract $\delta E^K_{mn}$ and use that both means have modulus at most $1$:
\[
|E_{mn}-\delta E^K_{mn}|\le(\delta_{mn}-\delta)+(1-\delta_{mn})=1-\delta .
\]
All four $E^K_{mn}$ refer to one ensemble. For each of its states,
\[
A_0B_0+A_0B_1+A_1B_0-A_1B_1=A_0(B_0+B_1)+A_1(B_0-B_1)=\pm2,
\]
since one bracket is $0$ and the other $\pm2$. The mean $S^K$ hence satisfies $|S^K|\le2$. Adding the four remainders gives $|S|\le2\delta+4(1-\delta)=4-2\delta$. $\square$

The counter-example saturates this bound. A's timing does not depend on $\alpha$, so two kept sets matter, one for each phase of B, each of probability $\tfrac12$. The states that change status are those in one set but not the other, so by Eq.~\eqref{changed} $\sqrt2-1=2[\tfrac12-P(K)]$. Thus $\delta=2P(K)=2-\sqrt2$, and $4-2\delta=2\sqrt2$. No local model can reach the quantum value with a larger common share $\delta$.

\subsection{How far selection can raise the CHSH value}

The value $4$ is attainable with Franson statistics for the discarded pairs. Let $\sigma_{mn}$ be the signs in Eq.~\eqref{chsh}: $\sigma_{11}=-1$, the others $+1$. Each pair carries four independent fair choices: a slot for A, an index $k\in\{0,1\}$, and signs $q,q'=\pm1$. At setting $k$, B uses A's slot and gives $q$; at its other setting it uses the opposite slot and gives $q'$. A gives $\sigma_{mk}q$. Every kept pair has $ab=\sigma_{mk}q^2=\sigma_{mk}$, so $S=4$. Each setting pair keeps half of the pairs. A discarded pair has independent fair signs and equally likely time orders, so each entry is $\tfrac12\cdot\tfrac12\cdot\tfrac14=\tfrac1{16}$.

A linear optimization over all deterministic local strategies, with the discarded entries fixed at $1/16$, gave the same limits: $4.0000$ with timing free at both stations or at B alone, and $2.0000$ with timing independent of the settings. Violating $|S|\le2$ in the lossless passive Franson arrangement therefore excludes local models whose timing is independent of the phases. With loss, this conclusion also requires that detection not depend on the phases. It does not exclude local models in general.

\subsection{When selection is harmless}

Setting independence need not be assumed if each station decides acceptance by itself and the two decisions agree for every pair. Let the acceptance flags be $f_m(\lambda)$ and $g_n(\lambda)$. Agreement at all four setting pairs means $f_0=g_0=f_1=g_1$, apart from states of zero probability. The flag depends on neither setting, so $\delta=1$ and $|S|\le2$. The optimization with agreeing flags and half of the pairs accepted also gave $2.0000$.

Crossed paths realize this condition. Let photon 1 reach A by its short path and B by its long path, and photon 2 reach B by its short path and A by its long path. Two short or two long paths put one photon at each station. One short and one long path put both photons at the same station, so each station can reject the pair from its own photon count. Interference requires that the photons be otherwise indistinguishable, and the argument requires that no photon be lost: a loss can make one station accept while the other rejects.

\section{Imperfect fringes and a photonic chip}

The model also covers reduced visibility. If A's sign is flipped at random with probability $(1-V)/2$, the mean product is multiplied by $1-2(1-V)/2=V$. The discarded entries, uniform in sign, do not change. Then $S=2\sqrt2\,V$ for any $0\le V\le1$. Independent random loss removes pairs without regard to $\theta$ and $r$ and leaves kept correlations unchanged. Passing $V=1/\sqrt2$, where $S=2$, is thus no proof against local realism here.

Consider pairs near $1550$~nm from a silicon waveguide, analysed in silicon-nitride interferometers. All parameters are rough typical values; the loss of $0.1$~dB/cm presumes low-loss guides. A path difference of $6.0$~cm and group index $2.1$ give
\[
\tau=\frac{2.1\times0.060\ \text{m}}{2.998\times10^8\ \text{m/s}}=420\ \text{ps}.
\]
A thermal phase shifter responding in $10\ \mu$s is $2.4\times10^4$ times slower, which supports the assumption of fixed phases. Five effects that reduce the ideal visibility are estimated here. The estimate assumes beam splitters that divide the power equally and a pump frequency without slow drift; departures from either can lower the visibility further.
\begin{itemize}
\item Long-arm loss is $0.60$~dB, a power transmission $T=10^{-0.06}=0.871$. The two-short and two-long amplitudes are as $1:T$, so the factor is $2T/(1+T^2)=0.9905$.
\item At $R=5\times10^6$ pairs/s and a full window $W=300$~ps, accidental coincidences occur at rate $R^2W$ and true ones at $R/2$. The ratio is $2RW=0.0030$, and the factor is $1/(1+2RW)=0.9970$. This is a best case: it takes the rate of single photons at each station equal to the pair rate, and it neglects noise photons and dark counts. Equal Gaussian filters of power transmission $t$ on a broadband source pass single photons in proportion to $\int t$ and pairs in proportion to $\int t^2$, so the singles rate is $\sqrt2\,R$. The ratio then doubles to $0.0060$, the factor becomes $0.9940$, and the totals below fall to $V=0.974$ and $S=2.75$.
\item A common temperature drift of $5$~mK rms, with index slope $2.5\times10^{-5}$/K, shifts the phase at each station by $2\pi/\lambda$ times path difference, index slope and drift. The two equal shifts add to $4\pi(0.060\ \text{m})(2.5\times10^{-5}/\text{K})(0.005\ \text{K})/(1550\ \text{nm})=0.0608$~rad rms. Gaussian averaging gives $e^{-0.0608^2/2}=0.9982$.
\item A pump linewidth $\Delta\nu=100$~kHz gives phase variance $2\pi\Delta\nu\,\tau$. Two pump photons make a pair, so the variance is multiplied by four and the factor is $e^{-4\pi\Delta\nu\tau}=0.9995$.
\item The frequencies of a pair deviate oppositely from their centres, so a delay mismatch of $0.5$~ps between the stations makes the summed phase depend on the deviation. If the pair spectrum after filtering is Gaussian with $100$~GHz full width at half maximum, its standard deviation is $42.5$~GHz. The phase spread is $2\pi(42.5\ \text{GHz})(0.5\ \text{ps})=0.1335$~rad, and the factor is $e^{-0.1335^2/2}=0.9911$.
\end{itemize}
Treated as independent, they multiply to $V=0.976$, hence $S=2.76$. A random sample of the local model with this $V$ and detection efficiency $0.20$ per photon gave $2.767$. With $2.5\times10^6$ pairs per setting pair, about $5\times10^4$ are kept, and the statistical deviation of $S$ is about $0.0065$. The agreement is within one deviation.

Real devices break the assumption of balanced arms. Here that raises the kept fraction from $0.5000$ to $0.5024$, a change the sampled model does not reproduce; a matching attenuator in the short arm would remove it. Gaussian filters make single-photon fringes negligible, but a rectangular filter of the same width $B$ could leave a relative amplitude up to $1/(\pi B\tau)=0.8\%$. These corrections are small beside the excess of $S$ over $2$, and none rules out a selection that depends on the phase. The numerical output lists the individual values.

\section*{Computed values}
\begin{verbatim}
HIDDEN STATE: theta = 60 deg, r = 0.20, alpha = 0 deg
A: sign +1, late = False
B at -45 deg: limit c = 0.3793, sign +1, late = False
B at +45 deg: limit c = 0.1016, sign +1, late = True
MODEL TABLE: alpha = 0 deg, beta = -45 deg
P(++, coincident) = 0.2134
P(+-, coincident) = 0.0366
P(++, A first) = 0.0625
kept fraction = 0.5000
largest table difference from quantum = 3.1e-04
model fringe visibility = 1.0000
kept E(0, -45 deg) = +0.7072
kept E(0, +45 deg) = +0.7072
kept E(90, -45 deg) = +0.7072
kept E(90, +45 deg) = -0.7072
CHSH, quantum, kept pairs = 2.8284
CHSH, local model, kept pairs = 2.8287
CHSH, local model, all pairs = 1.4144
kept share with |cos theta| > 0.7071, beta 0 deg = 0.7072
same share, beta 90 deg = 0.2928
states changing kept status, beta -45 to 45 deg = 0.4143
local limit, timing free at both stations = 4.0000
local limit, timing free only at B = 4.0000
local limit, timing independent of settings = 2.0000
local limit, agreed local acceptance = 2.0000
DEVICE: rough typical inputs
wavelength = 1550 nm; path difference = 6.0 cm
group index = 2.1; loss = 0.1 dB/cm
filter width = 100 GHz; pair rate = 5.0 million/s
full window = 300 ps; detector jitter FWHM = 50 ps
pump linewidth = 100 kHz; delay mismatch = 0.5 ps
index slope = 2.5e-05 /K; temperature rms = 5 mK
heater time = 10 us; efficiency per photon = 0.20
DEVICE: results
delay = 420.3 ps; heater time/delay = 2.38e+04
long-arm loss = 0.60 dB; factor = 0.9905
kept fraction with unbalanced loss = 0.5024
accidental/true ratio = 0.0030; simulated = 0.0030
accidental-pair visibility factor = 0.9970
temperature phase rms = 0.0608 rad; factor = 0.9982
pump-linewidth visibility factor = 0.9995
delay-mismatch visibility factor = 0.9911
side-peak leakage into window = 1.1e-19
log10 of single-photon fringe factor = -2731
estimated device visibility = 0.9765
estimated device CHSH = 2.7619
local model with flips and loss, CHSH = 2.767
\end{verbatim}
